# Transmission-Line Resistance of a Top Contact to a Two-Dimensional Channel

## 1. Definitions and conventions

A metal film lies on a conducting sheet, for example a monolayer semiconductor, and covers it over the length $0<x<L$ and the width $W$. Current comes from the uncovered channel ($x<0$), enters the covered sheet at $x=0$, and passes up into the metal along the contact. The quantities are:

- $R_s$, the sheet resistance of the uncovered channel, in ohm per square;
- $R_k$, the sheet resistance under the metal, which may differ from $R_s$;
- $\rho$, the specific interface resistivity, in $\Omega\,\mathrm{cm^2}$;
- $I(x)$, the current in the sheet, positive towards $+x$, with $I(0)=I_0$;
- $V(x)$, the local potential of the sheet relative to the metal.

Here $V=-\mu/e$, where $\mu$ is the electrochemical potential of the electrons measured from that of the metal. Its gradient drives drift and diffusion together, so no separate diffusion term is needed.

The contact resistance is $R_c=V(0)/I_0$. It is inversely proportional to $W$, so the results are stated for

$$Z\equiv WR_c ,$$

in $\Omega\,\mu\mathrm{m}$. Engineering units are used throughout. The result to be derived is

$$Z=\sqrt{\rho R_k}\,\coth\frac{L}{L_T},\qquad L_T=\sqrt{\frac{\rho}{R_k}} . \tag{1}$$

The length $L_T$ is called the transfer length.

The assumptions are: steady state; small bias, so that $R_k$ and $\rho$ are constants; uniformity across $W$; a metal at one potential; Ohm's law at each point of the sheet; and no separate injection through the metal's edge. Sections 6 to 8 relax three of them.

## 2. The two balance equations

A strip of the sheet between $x$ and $x+dx$ has resistance $R_k\,dx/W$ along the current. The potential falls in the direction of the current, so

$$\frac{dV}{dx}=-\frac{R_k}{W}\,I . \tag{2}$$

The interface above the strip has area $W\,dx$ and conductance $W\,dx/\rho$. It carries the current $WV\,dx/\rho$ into the metal. In steady state the sheet current drops by this amount:

$$\frac{dI}{dx}=-\frac{W}{\rho}\,V . \tag{3}$$

These are the equations of a transmission line with series resistance and shunt conductance. Differentiating (2) and inserting (3) gives

$$\frac{d^2V}{dx^2}=-\frac{R_k}{W}\frac{dI}{dx}=\frac{R_k}{\rho}V=\frac{V}{L_T^2}. \tag{4}$$

## 3. Solution

No current leaves the sheet at its far end, so $I(L)=0$. It is convenient to measure distance from that end:

$$V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.$$

From (2), $I=-(W/R_k)\,dV/dx$. The derivative of $L-x$ supplies a second minus sign, hence

$$I=\frac{W}{R_kL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].$$

The condition $I(L)=0$ gives $B=0$. The condition $I(0)=I_0$ gives $A=I_0R_kL_T/[W\sinh(L/L_T)]$. Since $R_kL_T=\sqrt{\rho R_k}$,

$$V(x)=\frac{I_0\sqrt{\rho R_k}}{W}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)},\qquad
I(x)=I_0\,\frac{\sinh[(L-x)/L_T]}{\sinh(L/L_T)} . \tag{5}$$

Setting $x=0$ in $V$ and dividing by $I_0$ gives (1).

At the far end the sheet still differs from the metal by $V(L)$. The end resistance $R_e=V(L)/I_0$ obeys

$$WR_e=\frac{\sqrt{\rho R_k}}{\sinh(L/L_T)},\qquad \frac{R_c}{R_e}=\cosh\frac{L}{L_T}. \tag{6}$$

If $R_c$ and $R_e$ are both measured, the second relation yields $L_T$ without any assumption about $R_s$. This works for contacts up to a few $L_T$ long. Beyond that $R_e$ falls as $e^{-L/L_T}$, and even a small voltage drop in the metal distorts the ratio.

## 4. Long and short contacts

Let $y=L/L_T$. For a long contact,

$$\coth y=\frac{1+e^{-2y}}{1-e^{-2y}}\simeq 1+2e^{-2y},$$

and $Z$ tends to $\sqrt{\rho R_k}$. The current then decays as $e^{-x/L_T}$, and a fraction $1-1/e$, about 63 %, is transferred within the first $L_T$. Further length adds metal where little current is left.

For a short contact, expand numerator and denominator:

$$\coth y=\frac{1+y^2/2+y^4/24+\dots}{y\,(1+y^2/6+y^4/120+\dots)} .$$

The reciprocal of the bracket is $1-y^2/6+7y^4/360+\dots$. In the product, the coefficient of $y^2$ is $1/2-1/6=1/3$, and that of $y^4$ is $1/24-1/12+7/360=-1/45$. Multiplication by $\sqrt{\rho R_k}/y=\rho/L$ gives

$$Z=\frac{\rho}{L}+\frac{R_kL}{3}-\frac{R_k^2L^3}{45\rho}+\dots \tag{7}$$

The first term is the interface resistance for uniform injection. The factor $1/3$ can be traced as follows. Integrating (3) over the contact shows that the mean of $V$ is $\rho I_0/(WL)$. For nearly uniform injection $I=I_0(1-x/L)$, so (2) gives

$$V(0)-V(x)=\frac{R_kI_0}{W}\left(x-\frac{x^2}{2L}\right).$$

The mean of the bracket is $L/2-L/6=L/3$. Thus $V(0)$ exceeds the mean potential by $R_kI_0L/(3W)$.

Between the limits, the relative response of $Z$ to each parameter is useful. Take the logarithm of (1) and use $\partial y/\partial\ln R_k=y/2$, $\partial y/\partial\ln\rho=-y/2$ and $d\ln\coth y/dy=-2/\sinh 2y$:

$$\frac{\partial\ln Z}{\partial\ln R_k}=\frac12-\frac{y}{\sinh2y},\qquad
\frac{\partial\ln Z}{\partial\ln\rho}=\frac12+\frac{y}{\sinh2y}. \tag{8}$$

A long contact responds equally to both; a short one responds mainly to $\rho$.

## 5. Worked example and extraction from devices

Take rough typical values for an n-type monolayer $\mathrm{MoS_2}$ channel at 300 K: density $n=10^{13}\ \mathrm{cm^{-2}}$, mobility $\mu_n=30\ \mathrm{cm^2/Vs}$ and $\rho=10^{-6}\ \Omega\,\mathrm{cm^2}$. First let $R_k=R_s$. Then

$$R_s=\frac{1}{en\mu_n}=20.81\ \mathrm{k\Omega}\ \text{per square},$$

$$L_T=\sqrt{\frac{10^{-6}}{2.081\times10^4}}\ \mathrm{cm}=69.3\ \mathrm{nm},$$

$$\sqrt{\rho R_s}=\sqrt{10^{-6}\times2.081\times10^4}\ \Omega\,\mathrm{cm}=1442\ \Omega\,\mu\mathrm{m}.$$

| $L$ (nm) | $L/L_T$ | $Z$ ($\Omega\,\mu$m) |
|---|---|---|
| 10 | 0.144 | 10069 |
| 20 | 0.288 | 5138 |
| 50 | 0.721 | 2335 |
| 100 | 1.442 | 1613 |
| 200 | 2.885 | 1451 |

As an independent test, the 100 nm contact was cut into 2000 cells and Kirchhoff's node equations were solved. This also gives $1613\ \Omega\,\mu\mathrm{m}$.

At 20 nm, uniform injection gives $\rho/L=5000\ \Omega\,\mu\mathrm{m}$. Adding $R_sL/3$ gives 5139, against the full value 5138. At 100 nm, $\rho/L$ is $1000\ \Omega\,\mu\mathrm{m}$ and falls well short of 1613, because injection is no longer uniform. The injected current density at the front edge is $V(0)/\rho$, which is $ZL/\rho=1.61$ times the mean density $I_0/(WL)$.

A contact is 10 % above the long limit when $\coth y=1.1$, so $y=\tfrac12\ln21=1.522$ and $L\simeq106$ nm. Doubling the length from 100 to 200 nm lowers $Z$ by 10 %; doubling it from 10 to 20 nm nearly halves $Z$.

The end resistance of the 100 nm contact is $WR_e=722\ \Omega\,\mu\mathrm{m}$. From (6), $\cosh y=1613/722=2.234$, so $y=1.442$ and $L_T=100/1.442=69.3$ nm, as it should be.

**Devices with several gaps.** Two equal contacts separated by a channel of length $d$ have the total resistance

$$WR=2Z+R_sd . \tag{9}$$

A plot against $d$ has slope $R_s$ and vanishes at $d=-2Z/R_s$. Half the magnitude of this intercept is

$$\ell_0=\frac{Z}{R_s}=\frac{R_k}{R_s}\,L_T\coth\frac{L}{L_T}. \tag{10}$$

It equals $L_T$ for a long contact with $R_k=R_s$, but in general the two lengths differ. Straight-line fits to network solutions with $L=100$ nm and gaps of 100, 200, 400 and 800 nm, at fixed $\rho$ and $R_s$, give the values of $\ell_0$ below; $Z$ and $L_T$ are from (1):

| $R_k/R_s$ | $Z$ ($\Omega\,\mu$m) | $L_T$ (nm) | $\ell_0$ (nm) |
|---|---|---|---|
| 0.5 | 1325 | 98.0 | 63.7 |
| 1 | 1613 | 69.3 | 77.5 |
| 2 | 2110 | 49.0 | 101.4 |

As $R_k$ rises, the true transfer length shrinks while the apparent one grows. Identifying $\ell_0$ with $L_T$ and taking $\rho=R_s\ell_0^2$ would give 0.84, 1.25 and $2.14\times10^{-6}\ \Omega\,\mathrm{cm^2}$, although $\rho$ is $10^{-6}\ \Omega\,\mathrm{cm^2}$ in all three rows. The error in the middle row comes from the finite contact length alone.

## 6. A metal with resistance

Let the metal have sheet resistance $R_m$ and potential $U(x)$, and let the current leave it at $x=L$. The metal carries $I_0-I$ towards $+x$. With $u=V-U$,

$$V'=-\frac{R_kI}{W},\quad U'=-\frac{R_m(I_0-I)}{W},\quad I'=-\frac{Wu}{\rho}.$$

Subtraction gives

$$Wu'=R_mI_0-(R_k+R_m)I, \tag{11}$$

and another derivative gives $u''=\alpha^2u$ with $\alpha^2=(R_k+R_m)/\rho$. The end values $I(0)=I_0$ and $I(L)=0$ require $Wu'(0)=-R_kI_0$ and $Wu'(L)=R_mI_0$. The solution is

$$u=\frac{I_0}{W}\,\frac{R_k\cosh\alpha(L-x)+R_m\cosh\alpha x}{\alpha\sinh\alpha L}.$$

The resistance from the front of the sheet to the far end of the metal is $R=[u(0)+U(0)-U(L)]/I_0$. From (11), $I_0-I=(R_kI_0+Wu')/(R_k+R_m)$, so

$$U(0)-U(L)=\frac{R_m}{W}\int_0^L(I_0-I)\,dx=\frac{R_m}{R_k+R_m}\left[\frac{R_kI_0L}{W}+u(L)-u(0)\right].$$

Collecting terms leaves $RI_0=[R_ku(0)+R_mu(L)+R_kR_mI_0L/W]/(R_k+R_m)$. Inserting $u(0)$ and $u(L)$,

$$WR=\frac{(R_k^2+R_m^2)\coth\alpha L+2R_kR_m/\sinh\alpha L+R_kR_m\alpha L}{\alpha(R_k+R_m)}. \tag{12}$$

For $R_m\to0$ this returns to (1). With $R_m=1\ \Omega$ per square, a round value for a thin metal film, the 100 nm contact changes by 0.0025 %. The metal may be treated as an equipotential here because it adds at most $R_mL=0.1\ \Omega\,\mu\mathrm{m}$ to $WR$, far less than $Z=1613\ \Omega\,\mu\mathrm{m}$. For a much longer contact $R_mL$ can become comparable with $Z$, even if $R_m\ll R_k$.

## 7. Finite mean free path

Ohm's law at each point requires carriers to scatter over distances short compared with $L_T$. A two-stream model shows what happens otherwise. Let $a$ and $b$ be the potentials of the forward and backward streams relative to the metal, $G_0$ the ballistic conductance per width, $\lambda$ the backscattering length, and $\ell$ the length for escape into the metal. Then $I/W=G_0(a-b)$, $V=(a+b)/2$, and

$$a'=-\frac{a-b}{\lambda}-\frac a\ell,\qquad b'=-\frac{a-b}{\lambda}+\frac b\ell .$$

The difference gives $I'/W=-2G_0V/\ell$. This agrees with (3) if $\ell=2G_0\rho$. Half the sum gives

$$V'=-(a-b)\left(\frac1\lambda+\frac1{2\ell}\right)=-\frac IW\left(\frac{1}{G_0\lambda}+\frac{1}{4G_0^2\rho}\right).$$

The first term in the bracket is $R_k$. At the far end the streams are equal, so $I(L)=0$ as before. Within this model the line equations therefore survive with

$$R_k\to R_k+\frac{1}{4G_0^2\rho},\qquad Z_{\rm long}^2=\rho R_k+\left(\frac1{2G_0}\right)^2. \tag{13}$$

For $\rho\to0$ the metal absorbs the whole forward stream and returns $b=0$. Then $V(0)=a/2$ and $I_0/W=G_0a$, which gives the floor $1/(2G_0)$ directly.

To evaluate $G_0$, note that each valley has $k/\pi$ transverse modes per width at wave number $k$, and each mode contributes $2e^2/h$ including spin. With $g_v$ valleys and Fermi function $f$,

$$G_0=\frac{2e^2}{h}\int\left(-\frac{\partial f}{\partial E}\right)\frac{g_vk}{\pi}\,dE .$$

Take two valleys and an isotropic mass of $0.5\,m_e$, a rough value. The Fermi level then lies 10.9 meV above the band edge, less than $k_BT=25.9$ meV, so the electrons are only partly degenerate and the thermal average matters. The result is $1/(2G_0)=25.4\ \Omega\,\mu\mathrm{m}$ and

$$\lambda=\frac1{G_0R_s}=\frac{2\times25.4\ \Omega\,\mu\mathrm{m}}{20.81\ \mathrm{k\Omega}}=2.44\ \mathrm{nm}.$$

The relative increase of $R_k$ is $(\lambda/2L_T)^2\simeq3\times10^{-4}$. By (8) the 100 nm contact passes on about one third of it, in agreement with the computed change of 0.01 %.

## 8. Finite bias and temperature

The interface of a semiconductor contact need not stay linear. As an illustration, assume $J=(V_0/\rho)\sinh(V/V_0)$, which reduces to $V/\rho$ at small $V$. Equation (4) becomes $V''=(V_0/L_T^2)\sinh(V/V_0)$. Multiply by $V'$ and integrate from the far end of a long contact, where $V$ and $V'$ vanish:

$$\frac{V'^2}{2}=\frac{V_0^2}{L_T^2}\left(\cosh\frac V{V_0}-1\right)=\frac{2V_0^2}{L_T^2}\sinh^2\frac{V}{2V_0}.$$

The potential falls with $x$, so the negative root applies, and (2) gives

$$\frac{I_0}{W}=\frac{2V_0}{R_kL_T}\sinh\frac{V(0)}{2V_0}. \tag{14}$$

Let $V_0=50$ mV, an assumed value. The 100 nm contact is not long, so (14) does not apply to it; instead its network equations were solved numerically with the same interface law. At $10\ \mu\mathrm{A}/\mu\mathrm{m}$, the linear drop of 16.1 mV is reduced by 0.6 %. At $100\ \mu\mathrm{A}/\mu\mathrm{m}$ the linear drop is 161 mV and the nonlinear one 121 mV, a reduction of 25 %. Equation (1) is thus a low-bias result, and the size of the departure depends on the assumed interface law. The change of carrier density under the metal with bias is left out.

Temperature acts through both parameters. Suppose that at fixed density the mobility varies as $1/T$. At 358 K, $R_s$ rises to 24.83 k$\Omega$ per square, and with $\rho$ fixed the 100 nm contact rises by 6 % to $1717\ \Omega\,\mu\mathrm{m}$. If instead $\rho\propto\exp(\Phi/k_BT)$ with an assumed barrier $\Phi=0.1$ eV, $\rho$ falls to 0.534 of its 300 K value and $Z$ falls by 27 % to $1183\ \Omega\,\mu\mathrm{m}$. The sign of the temperature dependence therefore depends on whether $\rho$ falls strongly enough to outweigh the rise of $R_k$.

## 9. The model beside real contacts

Contact resistances of monolayer $\mathrm{MoS_2}$ vary widely with metal, doping and processing. Values of order $1\ \mathrm{k\Omega}\,\mu\mathrm{m}$ are a rough size for good conventional metal contacts, so the example lies in a realistic regime; semimetal contacts have reached roughly $100\ \Omega\,\mu\mathrm{m}$ or less. An assumption that real devices readily break is $R_k=R_s$, since the metal can dope, damage or screen the sheet beneath it. A factor of two either way moves the 100 nm result by $-18$ % or $+31$ %, with $\rho$ held fixed. The finite mean free path, negligible in the example, gains weight as contacts improve: at $Z_{\rm long}=100\ \Omega\,\mu\mathrm{m}$ and the same $G_0$, the floor in (13) contributes $(25.4/100)^2$, or 6 %, of $Z_{\rm long}^2$, hence about 3 % of $Z_{\rm long}$. These figures belong to the two-stream model, which ignores the spread of carrier directions and energies in the sheet. They give the size of the effect, a few per cent, not its precise value.

For design at low bias, with $\rho$ and $R_k$ independent of $L$, a contact of length $1.5\,L_T$ has a resistance about 10 % above its long limit. Beyond that length, a substantial reduction has to come from $\rho$ or $R_k$. The remaining values are in the numerical output.

## Computed values

```
temperature: 300 K
sheet density: 1.0e+13 cm^-2
mobility: 30 cm2/Vs
interface resistivity rho: 1.0e-06 ohm cm2
sheet resistance Rs: 20.81 kohm per square
transfer length LT: 69.3 nm
long-contact limit of W*Rc: 1442 ohm um
L = 10 nm: L/LT = 0.144, W*Rc = 10069 ohm um
L = 20 nm: L/LT = 0.288, W*Rc = 5138 ohm um
L = 50 nm: L/LT = 0.721, W*Rc = 2335 ohm um
L = 100 nm: L/LT = 1.442, W*Rc = 1613 ohm um
L = 200 nm: L/LT = 2.885, W*Rc = 1451 ohm um
network W*Rc, L = 100 nm: 1613 ohm um
rho/L at 20 nm: 5000 ohm um
rho/L + Rs*L/3 at 20 nm: 5139 ohm um
rho/L at 100 nm: 1000 ohm um
length for W*Rc 10% above limit: 106 nm
All lines below: L = 100 nm
current transferred within first LT: 77.1 %
end resistance times W: 722 ohm um
Rk/Rs = 0.5: W*Rc = 1325 ohm um (-17.9 %)
  true LT 98.0 nm, half intercept 63.7 nm
Rk/Rs = 1.0: W*Rc = 1613 ohm um (+0.0 %)
  true LT 69.3 nm, half intercept 77.5 nm
Rk/Rs = 2.0: W*Rc = 2110 ohm um (+30.8 %)
  true LT 49.0 nm, half intercept 101.4 nm
metal sheet resistance: 1.0 ohm per square
change of W*Rc by metal resistance: +0.0025 %
effective mass: 0.50 m_e; valleys: 2
Fermi level above band edge: 10.9 meV
thermal energy kT: 25.9 meV
backscattering mean free path: 2.44 nm
quantum floor 1/(2 G0): 25.4 ohm um
change of W*Rc by finite free path: +0.0105 %
assumed nonlinearity voltage V0: 50 mV
10 uA/um: linear drop 16.1 mV, nonlinear 16.0 mV (-0.6 %)
100 uA/um: linear drop 161.3 mV, nonlinear 120.5 mV (-25.3 %)
higher temperature: 358 K; assumed barrier: 0.1 eV
Rs at higher temperature: 24.83 kohm per square
hot W*Rc, rho fixed: 1717 ohm um (+6.4 %)
activated rho, hot/300 K: 0.534
hot W*Rc, rho activated: 1183 ohm um (-26.7 %)
```
